# R-Matrix Transport from One Neumann Diagonalization, with the Buttle Correction: a numerical check

```python
# Result under test: one diagonalization with zero-slope (Neumann) ends gives
#   R(E) = t * sum_l g_l g_l^T / (E_l - E),   S = -(1 - i r)^-1 (1 + i r),
# with r = sqrt(k) R sqrt(k). The sum over N cosines converges as 1/N; adding the
# tail of a uniform region (Buttle correction) leaves an error C(N) / N^3, where
# C(N) is bounded and oscillates with the position of the layer edges.
# t = hbar^2/2m (eV nm^2), E energy (eV), E_l interior levels, g_l their surface
# amplitudes, k lead wave numbers (1/nm). R maps outward slopes to values (nm).
# Channel order: all modes at the left surface, then all modes at the right one.
# A layer is (x0, x1, A, B) with potential matrix A + B (x - x0).
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

mass_ratio = 0.067
mass = mass_ratio * sc.m_e
t = sc.hbar**2 / (2 * mass) / sc.e * 1e18


def basis_values(x, N, L, kind):
    p = np.arange(N)[:, None]
    if kind == "cosine":
        norm = np.where(p == 0, np.sqrt(1 / L), np.sqrt(2 / L))
        q = p * np.pi / L
        return norm * np.cos(q * x), -norm * q * np.sin(q * x)
    u = 2 * x / L - 1
    norm = np.sqrt((2 * p + 1) / L)
    slope = leg.legval(u, leg.legder(np.eye(N), axis=0))
    return norm * leg.legvander(u, N - 1).T, norm * slope * 2 / L


def interior_matrix(layers, N, kind="cosine"):
    L, M = layers[-1][1], len(layers[0][2])
    H = np.zeros((M * N, M * N))
    nodes, weights = leg.leggauss(N + 30)
    for x0, x1, A, B in layers:
        h = x1 - x0
        s, w = h * (nodes + 1) / 2, h * weights / 2
        f, df = basis_values(x0 + s, N, L, kind)
        H += np.kron(np.eye(M), t * (df * w) @ df.T)
        H += np.kron(A, (f * w) @ f.T) + np.kron(B, (f * w * s) @ f.T)
    ends = basis_values(np.array([0.0, L]), N, L, kind)[0]
    surface = np.vstack([np.kron(np.eye(M), ends[:, j]) for j in (0, 1)])
    return (H + H.T) / 2, surface


def diagonalize(layers, N, kind="cosine"):
    H, surface = interior_matrix(layers, N, kind)
    levels, vectors = np.linalg.eigh(H)
    return levels, surface @ vectors


def pole_sum(levels, g, E):
    return t * (g / (levels - E)) @ g.T


def mean_potential(layers):
    L = layers[-1][1]
    return sum(np.diag(A + B * (x1 - x0) / 2) * (x1 - x0) / L
               for x0, x1, A, B in layers)


def alternating_sum(a):
    return (digamma((a + 1) / 2) - digamma(a / 2)) / 2


def buttle_tail(layers, N, E):
    L = layers[-1][1]
    z = np.sqrt((E - mean_potential(layers)) / t + 0j) * L / np.pi
    z = np.where(abs(z) < 1e-4, 1e-4, z)  # removable point z = 0
    scale = 2 * L / np.pi**2
    same = scale * ((digamma(N + z) - digamma(N - z)) / (2 * z)).real
    cross = alternating_sum(N - z) - alternating_sum(N + z)
    cross = scale * (-1)**N * (cross / (2 * z)).real
    return np.block([[np.diag(same), np.diag(cross)],
                     [np.diag(cross), np.diag(same)]])


def s_from_r(R, E, thresholds):
    is_open = E > thresholds
    k = np.sqrt(abs(E - thresholds) / t)
    o, c = np.where(is_open)[0], np.where(~is_open)[0]
    Re = R[np.ix_(o, o)]
    if len(c):
        inner = R[np.ix_(c, c)] + np.diag(1 / k[c])
        Re = Re - R[np.ix_(o, c)] @ np.linalg.solve(inner, R[np.ix_(c, o)])
    r = np.sqrt(k[o])[:, None] * Re * np.sqrt(k[o])
    one = np.eye(len(o))
    return -np.linalg.solve(one - 1j * r, one + 1j * r)


# Independent road: power series of the differential equation in every layer.
# The propagated pair is (value, slope / relative mass).
def propagate(layers, E, rel_mass=None):
    M = len(layers[0][2])
    one, zero = np.eye(M), np.zeros((M, M))
    total = np.eye(2 * M)
    for j, (x0, x1, A, B) in enumerate(layers):
        m = 1.0 if rel_mass is None else rel_mass[j]
        h = x1 - x0
        G, F = h**2 * m * (A - E * one) / t, h**3 * m * B / t
        terms = [np.hstack([one, zero]), np.hstack([zero, m * h * one])]
        for n in range(70):
            new = G @ terms[n]
            if n:
                new = new + F @ terms[n - 1]
            terms.append(new / ((n + 1) * (n + 2)))
        terms = np.array(terms)
        order = np.arange(len(terms))[:, None, None]
        step = np.vstack([terms.sum(0), (order * terms).sum(0) / (h * m)])
        total = step @ total
    return total


def reference_r(layers, E):
    P, M = propagate(layers, E), len(layers[0][2])
    inv = np.linalg.inv(P[M:, :M])
    left = np.hstack([inv @ P[M:, M:], inv])
    right = P[:M, :M] @ left
    right[:, :M] -= P[:M, M:]
    return np.vstack([left, right])


def reference_s(layers, E, thresholds, rel_mass=None):
    P, M = propagate(layers, E, rel_mass), len(layers[0][2])
    k = np.sqrt((E - thresholds) / t + 0j)
    is_open = E > thresholds
    n = np.where(is_open, 1 / np.sqrt(abs(k)), 1.0)
    value, slope = np.diag(n), np.diag(1j * k * n)
    vl, sl, vr, sr = value[:M, :M], slope[:M, :M], value[M:, M:], slope[M:, M:]
    outgoing = np.hstack([P @ np.vstack([vl, -sl]), -np.vstack([vr, sr])])
    incoming = np.hstack([-P @ np.vstack([vl, sl]), np.vstack([vr, -sr])])
    S = np.linalg.solve(outgoing, incoming)
    return S[np.ix_(is_open, is_open)]


def find_resonance(transmission):
    grid = np.arange(0.005, 0.080, 0.0005)
    guess = grid[np.argmax([transmission(E) for E in grid])]
    best = minimize_scalar(lambda E: -transmission(E), method="bounded",
                           bounds=(guess - 0.001, guess + 0.001),
                           options={"xatol": 1e-9})
    Er, peak = best.x, -best.fun
    half = lambda E: transmission(E) - peak / 2
    low = brentq(half, max(1e-4, Er - 0.015), Er)
    high = brentq(half, Er, Er + 0.015)
    return Er, high - low, peak


# Resonant tunnelling diode, rough typical values
widths, barrier, bias = [4.5, 3.0, 5.0, 3.0, 4.5], 0.30, 0.10
L = sum(widths)
diode, x = [], 0.0
for width, height in zip(widths, [0, barrier, 0, barrier, 0]):
    diode.append((x, x + width, np.array([[height - bias * x / L]]),
                  np.array([[-bias / L]])))
    x += width
leads = np.array([0.0, -bias])
sizes = [20, 40, 80, 160, 320]
solved = {N: diagonalize(diode, N) for N in sizes}


def diode_r(N, E, corrected):
    R = pole_sum(*solved[N], E)
    return R + buttle_tail(diode, N, E) if corrected else R


def diode_t(N, E, corrected):
    return abs(s_from_r(diode_r(N, E, corrected), E, leads)[1, 0])**2


print(f"t = hbar^2/2m: {t:.5f} eV nm^2; region length L: {L:.1f} nm")
print(f"mass: {mass_ratio} m_e; barrier: {barrier:.2f} eV; bias: {bias:.2f} V")
print("layer widths (nm):", *widths)
levels = solved[320][0]
print("lowest five interior levels (meV):",
      *[f"{1000 * e:.2f}" for e in levels[:5]])

# Tail by digamma functions against the closed uniform-region R minus its terms
for E_tail in (0.0371, -0.21):
    N = 12
    Vm = mean_potential(diode)[0]
    q = np.sqrt((E_tail - Vm) / t + 0j)
    full = np.array([-1 / (q * np.tan(q * L)), -1 / (q * np.sin(q * L))]).real
    p = np.arange(N)
    weight = np.where(p == 0, 1, 2) / L
    terms = t * weight / (Vm + t * (p * np.pi / L)**2 - E_tail)
    finite = np.array([terms.sum(), (terms * (-1.0)**p).sum()])
    assert np.allclose(full - finite, buttle_tail(diode, N, E_tail)[0], atol=1e-9)
print(f"mean potential of the region: {1000 * Vm:.2f} meV")

# Resonance: corrected, uncorrected and reference
Er, width_r, peak = find_resonance(lambda E: diode_t(80, E, True))
Eraw, width_raw, peak_raw = find_resonance(lambda E: diode_t(80, E, False))
Eref, width_ref, peak_ref = find_resonance(
    lambda E: abs(reference_s(diode, E, leads)[1, 0])**2)
assert abs(Er - Eref) < 5e-5 and abs(width_r / width_ref - 1) < 0.01
assert abs(peak - peak_ref) < 0.01
assert abs(Er - Eref) < abs(Eraw - Eref)
for name, a, b, c in (("N=80 pole sum", Eraw, width_raw, peak_raw),
                      ("N=80 with Buttle", Er, width_r, peak),
                      ("power series", Eref, width_ref, peak_ref)):
    print(f"resonance, {name}: {1000*a:.4f} meV, FWHM {1000*b:.4f} meV,"
          f" peak T {c:.5f}")

# Matrices at the resonance and the two-channel transmission formula
Rraw, Rcor = diode_r(80, Er, False), diode_r(80, Er, True)
k = np.sqrt((Er - leads) / t)
r = np.sqrt(k)[:, None] * Rcor * np.sqrt(k)
T_formula = 4 * r[0, 1]**2 / ((1 - np.linalg.det(r))**2 + np.trace(r)**2)
T_direct = abs(reference_s(diode, Er, leads)[1, 0])**2
assert abs(T_formula - T_direct) < 0.01
print(f"at resonance: k left {k[0]:.5f}, k right {k[1]:.5f} 1/nm")
for name, R in (("pole sum", Rraw), ("tail", Rcor - Rraw), ("corrected", Rcor)):
    print(f"R {name} (nm): LL {R[0,0]:.6f}, LR {R[0,1]:.6f}, RR {R[1,1]:.6f}")
print(f"T from the two-channel formula: {T_formula:.5f}")

# Convergence: R midway between two levels, S over a broad energy range
inside = levels[(levels > 0) & (levels < 0.3)]
gap = np.argmax(np.diff(inside))
Emid = (inside[gap] + inside[gap + 1]) / 2
Rexact = reference_r(diode, Emid)
energies = np.append(np.linspace(0.005, 1.0, 120), Eref)
Sexact = [reference_s(diode, E, leads) for E in energies]
errR, errS = {}, {}
print(f"energy of the R test: {1000 * Emid:.3f} meV")
print("S tested from 5 meV to 1 eV; largest element errors:")
print("N | R pole sum (nm) | R Buttle (nm) | S pole sum | S Buttle")
for N in sizes:
    for cor in (False, True):
        errR[N, cor] = abs(diode_r(N, Emid, cor) - Rexact).max()
        errS[N, cor] = max(abs(s_from_r(diode_r(N, E, cor), E, leads) - S).max()
                           for E, S in zip(energies, Sexact))
    print(f"{N} | {errR[N,False]:.3e} | {errR[N,True]:.3e} |"
          f" {errS[N,False]:.3e} | {errS[N,True]:.3e}")
assert errS[160, True] < errS[160, False] / 10

# Power of N. The layer edges are multiples of L/40, so the phases N pi x / L
# return after 80 functions. Sizes of equal phase are compared over a full cycle.
# Cosine bases are nested: a leading block of the matrix is the smaller problem.
H_all, b_all = interior_matrix(diode, 320)
scan = np.arange(80, 320)
scan_error = np.empty((2, len(scan)))
for j, N in enumerate(scan):
    b = b_all[:, :N]
    R = t * b @ np.linalg.solve(H_all[:N, :N] - Emid * np.eye(N), b.T)
    scan_error[0, j] = abs(R - Rexact).max()
    scan_error[1, j] = abs(R + buttle_tail(diode, int(N), Emid) - Rexact).max()
powers = (np.log(scan_error[:, 160:] / scan_error[:, :80])
          / np.log(scan[160:] / scan[:80]))
power_raw, power_cor = np.median(powers, axis=1)
prefactor = scan_error[1] * scan.astype(float)**3
last, previous = prefactor[160:], prefactor[80:160]
mismatch = abs(last - previous).max() / last.max()
print(f"median power of N in R error, equal phases: pole sum {power_raw:.3f},"
      f" Buttle {power_cor:.3f}")
print(f"N^3 times Buttle R error, N=240-319: {last.min():.1f} to"
      f" {last.max():.1f} nm")
print(f"change of this prefactor after 80 functions: {100*mismatch:.1f} %"
      " of its maximum")
assert abs(power_raw + 1) < 0.1 and abs(power_cor + 3) < 0.3
assert mismatch < 0.15  # next order in 1/N is still present

estimate = 2 * L / (np.pi**2 * 79.5)
missing = Rexact[0, 0] - diode_r(80, Emid, False)[0, 0]
assert abs(missing / estimate - 1) < 0.05
print(f"missing R_LL at N=80: {missing:.6f} nm; estimate {estimate:.6f} nm")

# A poor S is still unitary
S20 = s_from_r(diode_r(20, 0.5, False), 0.5, leads)
defect = abs(S20.conj().T @ S20 - np.eye(2)).max()
error20 = abs(S20 - reference_s(diode, 0.5, leads)).max()
assert defect < 1e-11 and error20 > 0.05
print(f"N=20 pole sum at 0.5 eV: unitarity defect {defect:.0e},"
      f" S error {error20:.4f}")

# Cause of slow convergence: accurate levels do not help, free end slopes do
e_many, g_many = solved[320]
Rcut = pole_sum(e_many[:80], g_many[:, :80], Emid)
cut_raw = abs(Rcut - Rexact).max()
cut_cor = abs(Rcut + buttle_tail(diode, 80, Emid) - Rexact).max()
free_slope = abs(pole_sum(*diagonalize(diode, 80, "legendre"), Emid) - Rexact).max()
print(f"first 80 of 320 levels: R error {cut_raw:.3e} nm, Buttle {cut_cor:.3e} nm")
print(f"80 Legendre functions, no tail: R error {free_slope:.3e} nm")
assert abs(cut_raw / errR[80, False] - 1) < 0.1 and cut_cor < cut_raw / 20
assert free_slope < 0.05 * errR[80, False]

# Two-mode wire: transverse ramp couples the modes in the middle layer
W, ramp = 20.0, 0.10
u, w = leg.leggauss(40)
y, w = (u + 1) / 2, w / 2
modes = np.sqrt(2) * np.sin(np.pi * np.arange(1, 3)[:, None] * y)
coupling = ramp * (modes * w * y) @ modes.T
thr = t * (np.arange(1, 4) * np.pi / W)**2
base, none = np.diag(thr[:2]), np.zeros((2, 2))
wire = [(0.0, 6.0, base, none), (6.0, 14.0, base + coupling, none),
        (14.0, 20.0, base, none)]
wire_leads = np.tile(thr[:2], 2)
wire_solved = diagonalize(wire, 80)
print(f"wire: width {W:.0f} nm, ramp {ramp:.2f} eV over 8 nm, thresholds (meV):",
      *[f"{1000 * e:.2f}" for e in thr])
print(f"wire mode coupling: {1000 * coupling[0, 1]:.3f} meV")
for E in (0.04, 0.10):
    R = pole_sum(*wire_solved, E)
    S = s_from_r(R + buttle_tail(wire, 80, E), E, wire_leads)
    exact = reference_s(wire, E, wire_leads)
    raw_error = abs(s_from_r(R, E, wire_leads) - exact).max()
    error = abs(S - exact).max()
    n = len(S) // 2
    total_T = (abs(S[n:, :n])**2).sum()
    print(f"wire at {1000*E:.0f} meV: {n} open, total T {total_T:.5f},"
          f" S error {raw_error:.2e} -> {error:.2e}")
    assert error < 1e-3 and error < raw_error / 10

# Size of neglected effects; material inputs are rough typical values
barrier_mass, alpha, temperature = 0.092, 0.6, 300.0
phonon_time, permittivity, doping = 0.2e-12, 12.9, 1e24
heavy = [1, barrier_mass / mass_ratio, 1, barrier_mass / mass_ratio, 1]
Eh, width_h, _ = find_resonance(
    lambda E: abs(reference_s(diode, E, leads, heavy)[1, 0])**2)
En, _, _ = find_resonance(lambda E: abs(reference_s(
    diode, E, leads, [1, 1, 1 + alpha * (E + bias / 2), 1, 1])[1, 0])**2)
kT = sc.k * temperature / sc.e
phonon_width = sc.hbar / phonon_time / sc.e
fermi = sc.hbar**2 * (3 * np.pi**2 * doping)**(2 / 3) / (2 * mass) / sc.e
eps = permittivity * sc.epsilon_0
screening = np.sqrt(2 * eps * fermi / (3 * sc.e * doping)) * 1e9
sheet = 0.5 * mass * kT * sc.e / (np.pi * sc.hbar**2)
sheet *= np.log1p(np.exp((fermi - Er) / kT))  # half the emitter occupation
charging = sc.e * sheet * L * 1e-9 / (4 * eps)  # sheet midway between contacts
print(f"rough inputs: barrier mass {barrier_mass} m_e, alpha {alpha} 1/eV,"
      f" doping {doping*1e-6:.0e} cm^-3")
print(f"rough inputs: phonon time {phonon_time*1e12:.1f} ps,"
      f" relative permittivity {permittivity}")
print(f"barrier mass: shift {1000*(Eh-Eref):.2f} meV, FWHM {1000*width_h:.3f} meV")
print(f"well nonparabolicity: shift {1000*(En-Eref):.2f} meV")
print(f"kT at {temperature:.0f} K: {1000*kT:.2f} meV;"
      f" phonon broadening: {1000*phonon_width:.2f} meV")
print(f"contact Fermi energy: {1000*fermi:.1f} meV;"
      f" screening length: {screening:.2f} nm")
print(f"well sheet density: {sheet*1e-4:.2e} cm^-2;"
      f" charging shift: {1000*charging:.1f} meV")
print(f"applied field: {bias / L * 10:.3f} MV/cm")
print(f"lifetime hbar/FWHM: {sc.hbar / (width_r * sc.e) * 1e12:.3f} ps")
print("all assertions hold")
```

Running it gives:

```
t = hbar^2/2m: 0.56865 eV nm^2; region length L: 20.0 nm
mass: 0.067 m_e; barrier: 0.30 eV; bias: 0.10 V
layer widths (nm): 4.5 3.0 5.0 3.0 4.5
lowest five interior levels (meV): -51.25 27.93 42.56 216.95 282.39
mean potential of the region: 40.00 meV
resonance, N=80 pole sum: 38.2228 meV, FWHM 4.8997 meV, peak T 0.93860
resonance, N=80 with Buttle: 38.2413 meV, FWHM 4.9658 meV, peak T 0.93575
resonance, power series: 38.2400 meV, FWHM 4.9661 meV, peak T 0.93574
at resonance: k left 0.25932, k right 0.49305 1/nm
R pole sum (nm): LL -1.546552, LR 3.542306, RR -0.181551
R tail (nm): LL 0.050978, LR 0.000321, RR 0.050978
R corrected (nm): LL -1.495573, LR 3.542626, RR -0.130573
T from the two-channel formula: 0.93575
energy of the R test: 129.754 meV
S tested from 5 meV to 1 eV; largest element errors:
N | R pole sum (nm) | R Buttle (nm) | S pole sum | S Buttle
20 | 2.091e-01 | 2.384e-03 | 3.109e-01 | 5.589e-02
40 | 1.040e-01 | 1.298e-03 | 1.425e-01 | 4.775e-03
80 | 5.097e-02 | 4.467e-05 | 7.057e-02 | 6.949e-04
160 | 2.541e-02 | 5.711e-06 | 3.500e-02 | 8.692e-05
320 | 1.268e-02 | 7.201e-07 | 1.744e-02 | 1.085e-05
median power of N in R error, equal phases: pole sum -1.003, Buttle -3.006
N^3 times Buttle R error, N=240-319: 10.6 to 103.8 nm
change of this prefactor after 80 functions: 1.3 % of its maximum
missing R_LL at N=80: 0.050951 nm; estimate 0.050979 nm
N=20 pole sum at 0.5 eV: unitarity defect 1e-16, S error 0.2700
first 80 of 320 levels: R error 5.099e-02 nm, Buttle 1.412e-05 nm
80 Legendre functions, no tail: R error 1.004e-04 nm
wire: width 20 nm, ramp 0.10 eV over 8 nm, thresholds (meV): 14.03 56.12 126.28
wire mode coupling: -18.013 meV
wire at 40 meV: 1 open, total T 0.18009, S error 6.06e-03 -> 2.73e-06
wire at 100 meV: 2 open, total T 1.16569, S error 1.81e-02 -> 7.72e-06
rough inputs: barrier mass 0.092 m_e, alpha 0.6 1/eV, doping 1e+18 cm^-3
rough inputs: phonon time 0.2 ps, relative permittivity 12.9
barrier mass: shift -7.14 meV, FWHM 2.486 meV
well nonparabolicity: shift -1.48 meV
kT at 300 K: 25.85 meV; phonon broadening: 3.29 meV
contact Fermi energy: 54.4 meV; screening length: 5.09 nm
well sheet density: 3.81e+11 cm^-2; charging shift: 26.8 meV
applied field: 0.050 MV/cm
lifetime hbar/FWHM: 0.133 ps
all assertions hold
```
